# Core or Valence? Dirac Core Levels and Charge Outside the Muffin-Tin Sphere

In a Dirac–Kohn–Sham (LDA) model of the free tungsten atom, described below, the 4f$_{7/2}$ level lies at $-1.17$ hartree and the 5p$_{3/2}$ level at $-1.48$ hartree. The 4f electron is the less strongly bound, yet a sphere of radius 2.5 bohr leaves $0.053\,\%$ of it outside and $1.58\,\%$ of the 5p$_{3/2}$ electron, thirty times as much. Binding energy alone is therefore a poor guide to a setting that programs with muffin-tin spheres offer: which levels are treated as core.

A core level is solved in the spherical part of the potential, as in an atom, and cannot form bands. This requires, at the least, that its charge stay inside the sphere. A level for which that is doubtful is called semicore. This guide shows how such levels are computed, how much charge leaks out, and how to choose.

## The equations behind a core level

Hartree atomic units are used and $E$ excludes the rest energy. The Hamiltonian is $c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V(r)$, and the spinor has upper part $(P/r)\chi_\kappa$ and lower part $(iQ/r)\chi_{-\kappa}$. Here $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. With

$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\Big(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\Big),\quad \boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\chi_\kappa,\quad \sigma_r\chi_\kappa=-\chi_{-\kappa},$$

one finds $\boldsymbol\sigma\cdot\mathbf p\,(P/r)\chi_\kappa=(i/r)(P'+\kappa P/r)\chi_{-\kappa}$. The same rule with $\kappa\to-\kappa$ serves for $Q$. Writing $\varepsilon(r)=E-V(r)$, the two rows of the Dirac equation become

$$P'=-\frac{\kappa}{r}P+aQ,\qquad Q'=\frac{\kappa}{r}Q-\frac{\varepsilon}{c}P,\qquad a=2c+\frac{\varepsilon}{c}. \tag{1}$$

States are normalized by $\int_0^\infty(P^2+Q^2)\,dr=1$. I take $V\le0$, $V\to0$ at infinity, and a point nucleus with $V\to-Z/r$, $Z<c$. For bound electron states $a>0$. If $V$ tends to another constant, energies are counted from that constant.

**Starting values.** Near the nucleus $\varepsilon\simeq Z/r$. Inserting $P=pr^\gamma$, $Q=qr^\gamma$ gives $(\gamma+\kappa)p=(Z/c)q$ and $(\kappa-\gamma)q=(Z/c)p$. Their product yields $\gamma=\sqrt{\kappa^2-Z^2/c^2}$, the positive root being the regular one. For $\kappa<0$ the second relation is the better one numerically, since $\gamma+\kappa$ is a small difference.

**One step.** With $r=r_0e^x$ and $y=(P,Q)^T$, Eq. (1) reads

$$\frac{dy}{dx}=Ay,\quad A=\begin{pmatrix}-\kappa&b\\ d&\kappa\end{pmatrix},\quad b=ra,\quad d=-\frac{r\varepsilon}{c}.$$

Let the step be $y(x+h)=e^{\Omega}y(x)$. Expanding the propagator in repeated integrals and taking its logarithm gives

$$\Omega=\int A\,dt+\tfrac12\iint_{t_2<t_1}[A(t_1),A(t_2)]\,dt_2dt_1+\dots$$

About the midpoint put $A=A_m+tB$. The commutator is $(t_2-t_1)[A_m,B]$, and the integral of $t_2-t_1$ over the triangle is $-h^3/6$. Since the end values obey $[A_0,A_1]=h[A_m,B]$, and Simpson's rule serves for the first term,

$$\Omega=\frac h6(A_0+4A_m+A_1)-\frac{h^2}{12}[A_0,A_1].$$

Traversing the interval backwards must give $-\Omega$, so $\Omega$ is odd in $h$ about the midpoint. There is no $h^4$ term, and the local error is of order $h^5$. A traceless $2\times2$ matrix has $\Omega^2=s^2\mathbf 1$, hence $e^\Omega=\cosh s+(\sinh s/s)\,\Omega$, with cosine and sine when $s^2<0$. The inward step has $-\Omega$ in place of $\Omega$.

**The far end.** Where $\Lambda^2=\kappa^2+bd>0$, the matrix $A$ has a decaying eigenvector. From $-\Lambda P=-\kappa P+bQ$ the inward integration starts with $Q/P=(\kappa-\Lambda)/b$. Where the solutions grow or decay rather than oscillate, each is integrated in the direction in which it grows, so that admixtures of the other one die out. The two meet at the outermost point where $\Lambda^2$ changes sign or, if $\Lambda^2$ is positive everywhere, at its minimum. In the nonrelativistic limit $\Lambda^2=\kappa^2+2r^2(V-E)$, with $\kappa^2$ in place of $l(l+1)$, so the meeting point is not exactly the classical turning point. For tungsten 4f$_{7/2}$, where $\kappa^2=16$ replaces $12$, $\Lambda^2$ has no sign change at the eigenvalue and the minimum is used.

## One identity for search and leak

Change $\varepsilon(r)$ by a small $\delta\varepsilon(r)$, through the energy or the potential. Equation (1) gives

$$\delta P'=-\frac\kappa r\delta P+a\,\delta Q+\frac{\delta\varepsilon}{c}Q,\qquad \delta Q'=\frac\kappa r\delta Q-\frac\varepsilon c\delta P-\frac{\delta\varepsilon}{c}P.$$

In the derivative of $P\,\delta Q-Q\,\delta P$, the terms with $P\delta Q$, $Q\delta P$, $Q\delta Q$ and $P\delta P$ each cancel in pairs. What remains, with $\tau=Q/P$ and $P\,\delta Q-Q\,\delta P=P^2\delta\tau$, is

$$\frac{d}{dr}\big(P^2\,\delta\tau\big)=-\frac{\delta\varepsilon}{c}\,(P^2+Q^2). \tag{2}$$

The bracket vanishes at the origin for the outward solution and at infinity for the inward one. For a change of energy, $\delta\varepsilon=\delta E$, integration gives

$$P^2\frac{\partial\tau_{\rm out}}{\partial E}=-\frac1c\int_0^r(P^2+Q^2)dr',\qquad P^2\frac{\partial\tau_{\rm in}}{\partial E}=\frac1c\int_r^\infty(P^2+Q^2)dr'. \tag{3}$$

**Newton correction.** Scale the inward solution so that $P$ is continuous at the matching radius. The required $\delta E$ solves $\tau_{\rm out}-\tau_{\rm in}+\delta E\,\partial_E(\tau_{\rm out}-\tau_{\rm in})=0$. By Eq. (3) the derivative is $-\int_0^\infty(P^2+Q^2)dr/(cP^2)$, so that

$$\delta E=\frac{cP\,(Q_{\rm out}-Q_{\rm in})}{\int_0^\infty(P^2+Q^2)\,dr}. \tag{4}$$

**Leak.** For a normalized eigenstate, the second part of Eq. (3) at the sphere radius $R$ is the charge outside, per electron:

$$q(R)=\int_R^\infty(P^2+Q^2)\,dr=c\,P(R)^2\,\frac{\partial\tau_{\rm in}(R)}{\partial E}. \tag{5}$$

For 5p$_{3/2}$ at $R=2.5$ bohr, $P(R)^2=0.049142$ bohr$^{-1}$ and the derivative is $2.35075\times10^{-3}$ hartree$^{-1}$. The product $137.036\times0.049142\times2.35075\times10^{-3}=0.01583$ agrees with direct quadrature. The leak is thus the energy derivative of the boundary ratio weighted by $cP(R)^2$. By Eq. (4) with the matching at $R$, a small change $\delta\tau_{\rm in}$ of that ratio shifts the level by $-cP(R)^2\,\delta\tau_{\rm in}$, so the same factor $P(R)^2$ enters both the leak and the response of the level to the condition at the sphere.

## Why counting nodes finds the right level

Newton's method converges to some level, not necessarily the wanted one. The safeguard is the number

$$N(E)=n_{\rm out}+n_{\rm in}+\theta(\tau_{\rm in}-\tau_{\rm out}),$$

where $n_{\rm out}$ and $n_{\rm in}$ count the nodes of $P$ on the two sides of the matching radius, and $\theta$ is 1 for a positive argument and 0 otherwise. $N(E)$ is the number of bound levels of this $\kappa$ below $E$.

To see this, fix $E<0$ and replace $V$ by $\lambda V$, with $\lambda$ rising from 0 to 1. For $\lambda=0$, $a$ is constant, and eliminating $Q$ gives $P''=[\kappa(\kappa+1)/r^2-a\varepsilon/c]P$ with a positive bracket. The regular solution then rises and the decaying one falls, both without nodes. Since $P'/P=-\kappa/r+a\tau$, this means $\tau_{\rm out}>\tau_{\rm in}$, so $N=0$; there are no bound levels either.

As $\lambda$ grows, $\delta\varepsilon=-V\,\delta\lambda\ge0$. Three events can occur at the matching radius.

- An outward node arrives. At a node $r_n$, Eq. (2) gives $-Q\,\delta P=-I/c$ with $I=\int_0^{r_n}\delta\varepsilon\,(P^2+Q^2)dr$. With $P'=aQ$, the node moves by $\delta r_n=-\delta P/P'=-I/(acQ^2)<0$, that is, inward. As it passes, $n_{\rm out}$ rises by 1 while $\tau_{\rm out}$ jumps from $-\infty$ to $+\infty$ and $\theta$ drops from 1 to 0. $N$ is unchanged.
- An inward-solution node arrives. It moves outward by the mirrored argument, and $N$ is again unchanged.
- The falling $\tau_{\rm out}$ meets the rising $\tau_{\rm in}$. A level then crosses $E$ from above, and $N$ rises by 1.

So $N$ keeps step with the number of levels, as long as none has sunk into the negative continuum. None does for $V\ge-Z/r$ with $Z<c$, because the levels then lie above the hydrogenic ones. At the $k$th level itself $\theta$ is about to jump, so $P$ has $k-1$ nodes. With the usual label $n=l+k$ this is $n-l-1$.

The search is now safe. If $N\ge n-l$, the trial energy is an upper bound, otherwise a lower one. A Newton step is accepted if the node count is $n-l-1$ and the step stays inside the bracket; otherwise the next trial is the geometric mean of the bounds.

The 5p$_{3/2}$ search shows both branches. At $-0.339$ hartree there are 4 nodes instead of 3: too high. At $-6.248$ hartree there are 3 nodes and a positive correction, so $N=3$: too low. The Newton step of $+6.76$ hartree would leave the bracket, and the mean $-\sqrt{6.248\times0.3392}=-1.456$ hartree is taken instead. From there the corrections are $-2.0\times10^{-2}$, $-1.3\times10^{-4}$ and $-5\times10^{-9}$ hartree, each about $0.3$ hartree$^{-1}$ times the square of the one before. This is the quadratic convergence expected of Newton's method.

## The tungsten atom as a model

The potential is $V=-Z/r+V_H+v_{xc}$. From the radial density $n(r)=\sum_i f_i(P_i^2+Q_i^2)$, with occupations $f_i$,

$$V_H(r)=\frac1r\int_0^r n\,dr'+\int_r^\infty\frac{n}{r'}\,dr'.$$

The functional is Slater exchange with VWN correlation, and the outer configuration is 5d$_{3/2}^4$ 6s$^2$. The equations are iterated to self-consistency. The radius of 2.5 bohr is chosen a little below the touching radius in the bcc metal, roughly 2.6 bohr.

The free atom stands in for the atom in the crystal. Band formation, the neighbours' potentials, nuclear size, the Breit interaction, QED and relativistic corrections to the functional are left out. The energies are Kohn–Sham eigenvalues without core-hole relaxation, so the 5p$_{3/2}$ value of $-40.2$ eV is not a prediction of a measured binding energy. The digits also depend on the choices made. With the configuration 5d$_{3/2}^4$ 5d$_{5/2}^1$ 6s$^1$, the 4f$_{7/2}$ and 5p$_{3/2}$ levels rise by 0.06 to 0.07 hartree and their leaks grow by about 7 %, so that the totals 0.088 and 0.010 given below become 0.094 and 0.011. A relativistic correction to the exchange moves these levels by up to 0.01 hartree and the larger total to 0.089. The order of the two levels and the factor of about thirty between their leaks are unchanged in both cases.

Within this model the numerics are well controlled. A finite-difference Dirac matrix, diagonalized separately, reproduces the four p$_{3/2}$ levels up to 5p to $6\times10^{-8}$ relative to their energies. It also confirms $N(E)$ at seven trial energies. The numerical output below lists the levels and leaks from 4s outward.

## What decides the leak

Near the sphere $|\varepsilon|\ll2c^2$, so $a\simeq2c$ and $Q\simeq(P'+\kappa P/r)/2c$. Inserting this in the second part of Eq. (1) gives

$$P''+\frac\kappa rP'-\frac{\kappa}{r^2}P=\frac\kappa rP'+\frac{\kappa^2}{r^2}P-2\varepsilon P.$$

The terms in $P'$ cancel. With $\kappa(\kappa+1)=l(l+1)$ for both signs of $\kappa$,

$$P''=\lambda^2P,\qquad \lambda^2(r)=\frac{l(l+1)}{r^2}+2\,[V(r)-E]. \tag{6}$$

The rate $\lambda$ contains a centrifugal term besides the binding. At 2.5 bohr, where $V=-0.600$ hartree, 5p$_{3/2}$ has $\lambda^2=0.320+1.752=2.072$ and $\lambda=1.44$ bohr$^{-1}$. For 4f$_{7/2}$, $\lambda^2=1.920+1.138=3.058$ and $\lambda=1.75$ bohr$^{-1}$. The less bound electron decays faster.

This is not special to 2.5 bohr. The potential cancels in the difference

$$\lambda_{4f}^2-\lambda_{5p}^2=\frac{12-2}{r^2}-2\,(1.476-1.169)=\frac{10}{r^2}-0.614,$$

which is positive for $r<4.0$ bohr. The 4f electron therefore meets its turning point further in, and its local rate $\lambda$ is the larger one from there to the sphere and beyond it, until 4 bohr. The weaker binding tells at larger distances, where little charge is left.

If $\lambda$ is frozen at its value at $R$ and $Q^2$ is neglected, $P$ falls as $e^{-\lambda(r-R)}$ and

$$q(R)\approx\frac{P(R)^2}{2\lambda(R)}. \tag{7}$$

For 5p$_{3/2}$ this is $0.0491/2.88=0.0171$, which is 8 % above the computed $0.0158$. The sign is plausible, since $\lambda^2$ tends to $2|E|=2.95$ far out, more than its value at $R$. Used in reverse for 4f$_{7/2}$, Eq. (7) gives $P(R)^2\approx0.0019$ bohr$^{-1}$; the wave function itself has $0.0018$ bohr$^{-1}$, about 27 times less than for 5p$_{3/2}$. Most of the factor of thirty thus lies in the amplitude that reaches the sphere.

The valence levels give a second case. The 6s level, at $-0.213$ hartree, is below 5d$_{3/2}$ at $-0.178$ hartree, but 71 % of a 6s electron and 25 % of a 5d$_{3/2}$ electron lie outside. The difference $\lambda_{5d}^2-\lambda_{6s}^2=6/r^2-0.069$ is positive up to 9.3 bohr. At the sphere itself $\lambda^2$ is $0.12$ for 5d$_{3/2}$ but $-0.77$ for 6s: the 5d electron has just passed its turning point, while the 6s electron has not yet reached its own and does not decay exponentially there.

For equal $l$, energy does decide the rate. Spin–orbit coupling places 5p$_{3/2}$ above 5p$_{1/2}$ by 0.363 hartree (9.9 eV), and its leaked fraction is 2.2 times as large: 0.0158 against 0.0072. An average over $j$ would hide this.

## What the sphere radius can do

By definition $-dq/dR=P^2+Q^2$. For 5p$_{3/2}$, neglecting $Q^2$, the relative rate is $P^2/q=0.0491/0.0158=3.1$ bohr$^{-1}$. The computed fractions are 0.072, 0.034, 0.016 and 0.007 at 2.00, 2.25, 2.50 and 2.75 bohr, a factor of 2.1 to 2.2 for each quarter of a bohr.

A tenfold reduction would need about $\ln10/3.1=0.74$ bohr more. The metal has room for roughly 0.1 bohr before the spheres touch. Enlarging the sphere cannot turn tungsten 5p into a well-confined core level.

## What the leaked charge does to the energy

Core states need a potential beyond the sphere, and the crystal does not supply the atomic one. Let the continuation change by $\delta V$. Apply Eq. (2) to an eigenstate that stays an eigenstate, with $\delta\varepsilon=\delta E-\delta V$, and integrate from 0 to infinity. Both boundary terms vanish, hence

$$\delta E=\int_R^\infty\delta V\,(P^2+Q^2)\,dr. \tag{8}$$

To first order the continuation acts through the leaked charge alone. Take a strong change: hold $V$ at its value $V(R)$ everywhere outside, while energies are still counted from the zero of the original atom. Equation (8) gives a 5p$_{3/2}$ shift of $-0.00203$ hartree, and a new solution gives $-0.00229$ hartree. The difference arises because the deeper outside potential draws out more charge; the leak grows from 0.0158 to 0.0185. Averaging Eq. (8) over the old and the new state gives $-0.00232$ hartree, within about 1 % of the computed shift.

Dividing the first-order shift by the leak, $0.00203/0.0158\approx0.13$ hartree, gives the mean change of potential felt by the leaked charge. This supplies a rule of thumb: the uncertainty of a core eigenvalue is about $q$ times the uncertainty of the outside potential. With the same 0.13 hartree, 4f$_{7/2}$ would shift by about $7\times10^{-5}$ hartree. These are eigenvalue shifts, not errors of the total energy.

## Choosing the core

Multiply each fraction by its occupation and add. At 2.5 bohr, three choices for tungsten compare as follows.

| Levels treated as core | Electrons outside |
|---|---|
| through 4d | $1.0\times10^{-6}$ |
| the same, with 4f, 5s, 5p | 0.088 |
| the same, with 4f, 5s | 0.010 |

The six 5p electrons supply $0.0145+0.0633=0.078$ of the 0.088. The guidance that follows is for this atom and radius; the procedure carries over to others.

1. **Settle the radius first.** If several volumes or structures are to be compared, use the smallest sphere in the set. At 2.25 bohr the four 5p$_{3/2}$ electrons leak $4\times0.034=0.14$ electrons, more than twice the value at 2.5 bohr.
2. **Judge levels by leak, not by energy order.** An energy cut between 4f and 5p would keep 5p in the core and release 4f, the reverse of what confinement suggests.
3. **Treat 5p as valence.** With 5p in the core, dropping the tails would lose 0.078 electrons per atom from this shell. Rescaling a 5p$_{3/2}$ state to fit inside would restore its norm but raise its density there by about 1.6 %.
4. **Let the accuracy sought decide on 5s and 4f.** Together they leak 0.010 electrons, two thirds of it from 4f because there are fourteen such electrons. If that exceeds the charge error you accept, move them too.
5. **Check the relativistic treatment after a move.** A valence calculation without spin–orbit coupling merges two 5p levels that are 9.9 eV apart. Near the point nucleus 5p$_{1/2}$ also behaves as $r^{\gamma}$ with $\gamma=\sqrt{1-(74/137.04)^2}=0.84$, whereas a nonrelativistic p function starts as $r^2$. The valence basis must be able to represent this.

A small leak shows that a level is confined. It does not show that the level is inert: a confined shell may still respond to a non-spherical potential or to a change of valence charge, which a spherical core treatment describes in part or not at all. Where such a response matters, the decisive check is to repeat the crystal calculation with the level moved to the valence set and compare the quantity of interest.

## Computed values

```
speed of light c = 137.035999 a.u.; nuclear charge Z = 74
grid: 1603 points, step in ln r 0.0125, r from 8.06e-08 to 40.10 bohr
sphere radius R = 2.5 bohr; V(R) = -0.59968 hartree
hydrogenic 1s1/2, Z=74: numerical -2973.40057 hartree
hydrogenic 1s1/2, Z=74: formula -2973.40057 hartree
largest relative error of six hydrogenic levels = 1.1e-08
self-consistency: 18 iterations, max change of rV 9.2e-08 a.u.
search for 5p3/2 (3 nodes wanted): E, nodes, Newton shift (hartree)
  -0.33923100  4  +5.65e-01
  -6.24803281  3  +6.76e+00
  -1.45585934  3  -1.99e-02
  -1.47575248  3  -1.30e-04
  -1.47588222  3  -5.18e-09
  -1.47588223  3  -4.86e-15
number of trial energies in this search = 6
level, electrons, E (hartree), fraction outside R, electrons outside R
  4s1/2  2  -20.83205  1.812e-11  3.625e-11
  4p1/2  2  -17.29859  1.414e-10  2.828e-10
  4p3/2  4  -14.80168  1.132e-09  4.527e-09
  4d3/2  4  -8.98985  7.059e-08  2.824e-07
  4d5/2  6  -8.52980  1.171e-07  7.024e-07
  4f5/2  6  -1.25101  4.342e-04  2.605e-03
  4f7/2  8  -1.16866  5.332e-04  4.265e-03
  5s1/2  2  -2.88828  1.761e-03  3.523e-03
  5p1/2  2  -1.83937  7.236e-03  1.447e-02
  5p3/2  4  -1.47588  1.583e-02  6.332e-02
  5d3/2  4  -0.17829  2.488e-01  9.950e-01
  6s1/2  2  -0.21294  7.058e-01  1.412e+00
leak, core through 4d only = 9.896e-07 electrons
leak, core through 4d plus 4f, 5s, 5p = 0.08819 electrons
leak, same core with 5p moved to valence = 0.01039 electrons
5p3/2 fraction outside 2.00 bohr = 0.07153
5p3/2 fraction outside 2.25 bohr = 0.03407
5p3/2 fraction outside 2.50 bohr = 0.01583
5p3/2 fraction outside 2.75 bohr = 0.00723
5p3/2: P(R)^2 = 0.049142 1/bohr
5p3/2: d(Q/P)/dE inward at R = 2.350751e-03 1/hartree
5p3/2: c P^2 d(Q/P)/dE = 0.015831; quadrature 0.015831
leak identity, largest relative error of five levels = 2.4e-06
5p3/2 from matrix: E = -1.475882 hartree, fraction outside 0.015829
p3/2 levels, largest relative difference to matrix = 5.5e-08
5p3/2 energy = -40.161 eV
5p spin-orbit splitting = 0.36349 hartree = 9.891 eV
V constant outside R: 5p3/2 shift = -0.002290 hartree
V constant outside R: first-order shift = -0.002033 hartree
V constant outside R: mean of both expectations = -0.002317 hartree
V constant outside R: 5p3/2 fraction outside = 0.01852
```
